# Overlapping Bessel and Airy approximations to hydrogenic radial functions: verification in Python

```python
# Result under test: for hydrogenic states (Z = 1, fixed l, large n) the radial
# function u(r) has a Bessel form and an Airy form that overlap inside the
# allowed region; joined at Phi = 27 pi/64 they give, for ns states, a maximum
# error C/n^2 with C computed from the next-order phase.
# Symbols: x = r/(2 n^2); x = sin(phi)^2 = cos(eps)^2 in the allowed region,
# x = cosh(eps)^2 in the forbidden region; Phi = integral of sqrt(1/s - 1) from
# 0 to x; xi = Langer's Airy variable; P = next-order phase coefficient.
# Atomic units: r in bohr, u in bohr^(-1/2).
import math
import numpy as np
import mpmath as mp
from scipy import integrate, optimize, special


def exact_u(n, l, x):
    """Normalized radial function from the Laguerre recurrence."""
    rho = 4.0 * n * np.asarray(x, dtype=float)
    a = 2 * l + 1
    previous = np.zeros_like(rho)
    current = np.exp(-rho / 2) * rho ** (l + 1)
    for k in range(n - l - 1):
        following = ((2 * k + 1 + a - rho) * current - (k + a) * previous) / (k + 1)
        previous, current = current, following
    log_norm = 0.5 * (special.gammaln(n - l) - special.gammaln(n + l + 1))
    return current * math.exp(log_norm) / n


def big_phi(phi):
    return phi + 0.5 * np.sin(2 * phi)


def bessel_form(n, l, phi):
    action = big_phi(phi)
    return (math.sqrt(2 / n) * np.sqrt(action * np.tan(phi))
            * special.jv(2 * l + 1, 2 * n * action))


def langer_xi(eps, forbidden=False):
    """Airy variable; a series replaces the cancelling difference at small eps."""
    eps = np.asarray(eps, dtype=float)
    sign = -1.0 if forbidden else 1.0
    small = np.minimum(eps, 0.1)
    w = sign * small ** 2
    series = small ** 2 * (1 - w / 5 + 2 * w ** 2 / 105 - w ** 3 / 945) ** (2 / 3)
    if forbidden:
        action = 0.5 * np.sinh(2 * eps) - eps
    else:
        action = eps - 0.5 * np.sin(2 * eps)
    direct = (1.5 * np.abs(action)) ** (2 / 3)
    return sign * np.where(eps < 0.1, series, direct)


def airy_form(n, l, eps, forbidden=False):
    xi = langer_xi(eps, forbidden)
    q = -np.tanh(eps) ** 2 if forbidden else np.tan(eps) ** 2
    factor = (-1) ** (n - l - 1) * math.sqrt(2) / n * (2 * n) ** (1 / 6)
    return factor * (xi / q) ** 0.25 * special.airy(-(2 * n) ** (2 / 3) * xi)[0]


def phase_p(phi, l):
    t = np.tan(phi)
    return 5 * t ** 3 / 48 + t / 8 + (3 / 16 + l * (l + 1)) / t


def delta_bessel(phi, l=0):
    return (4 * (2 * l + 1) ** 2 - 1) / (8 * big_phi(phi)) - phase_p(phi, l)


def delta_airy(phi, l=0):
    return 5 / (72 * (np.pi / 2 - big_phi(phi))) - phase_p(phi, l)


def residual(phi, l, kind):
    """Extra term in the differential equation obeyed by each form."""
    s, c = np.sin(2 * phi), np.cos(2 * phi)
    common = (1 - 4 * c) / s ** 4 - l * (l + 1) / np.sin(phi) ** 4
    q = 1 / np.tan(phi) ** 2
    if kind == "bessel":
        return common + ((2 * l + 1) ** 2 - 0.25) * q / big_phi(phi) ** 2
    return common - 5 * q / (36 * (np.pi / 2 - big_phi(phi)) ** 2)


# Phase integrals against quadrature, in both regions
x_test = 0.37
quad_value = integrate.quad(lambda v: 2 * math.sqrt(1 - v * v), 0, math.sqrt(x_test))[0]
assert abs(quad_value - big_phi(math.asin(math.sqrt(x_test)))) < 1e-10
quad_value = integrate.quad(lambda s: math.sqrt(1 - 1 / s), 1, 2.5)[0]
xi_value = float(langer_xi(math.acosh(math.sqrt(2.5)), True))
assert abs(quad_value - 2 / 3 * (-xi_value) ** 1.5) < 1e-7

# Recurrence against an explicit high-precision sum, and normalization
with mp.workdps(500):
    n_big, rho_big = 250, mp.mpf(500)
    total = mp.mpf(0)
    for k in range(n_big):
        total += (-1) ** k * math.comb(n_big, n_big - 1 - k) * rho_big ** k / mp.factorial(k)
    u_sum = float(total * rho_big * mp.exp(-rho_big / 2) / (n_big * mp.sqrt(n_big)))
assert abs(u_sum - float(exact_u(250, 0, 0.5))) < 1e-11
r_grid = np.linspace(0, 700, 70001)
norm_10s = integrate.simpson(exact_u(10, 0, r_grid / 200) ** 2, x=r_grid)
assert abs(norm_10s - 1) < 1e-8

# Each form obeys the stated comparison equation (numerical second derivative)
mp.mp.dps = 30
n_c, l_c, x_c = 6, 1, mp.mpf("0.4")


def mp_phi(x):
    return mp.asin(mp.sqrt(x)) + mp.sqrt(x * (1 - x))


def mp_bessel(x):
    return mp.sqrt(mp_phi(x) / mp.sqrt(1 / x - 1)) * mp.besselj(2 * l_c + 1, 2 * n_c * mp_phi(x))


def mp_airy(x):
    xi = (mp.mpf(3) / 2 * (mp.pi / 2 - mp_phi(x))) ** (mp.mpf(2) / 3)
    return (xi / (1 / x - 1)) ** 0.25 * mp.airyai(-mp.mpf(2 * n_c) ** (mp.mpf(2) / 3) * xi)


for kind, function in (("bessel", mp_bessel), ("airy", mp_airy)):
    curvature = float(mp.diff(function, x_c, 2) / function(x_c))
    expected = (-(2 * n_c) ** 2 * (1 / 0.4 - 1) + l_c * (l_c + 1) / 0.16
                + residual(math.asin(math.sqrt(0.4)), l_c, kind))
    assert abs(curvature - expected) < 1e-6 * max(1, abs(expected))

# Closed phase errors against integrals of the residuals, and their end values
for l in (0, 1):
    for kind, closed in (("bessel", delta_bessel), ("airy", delta_airy)):
        integral = integrate.quad(
            lambda p: -residual(p, l, kind) * np.tan(p) * np.sin(2 * p) / 2, 0.3, 1.2)[0]
        assert abs(integral - (closed(1.2, l) - closed(0.3, l))) < 1e-7
assert abs(delta_bessel(0.01)) < 1e-5
turning_slope = delta_airy(np.pi / 2 - 0.02) / 0.02
assert abs(turning_slope + 6 / 35) < 1e-3

# Local error law: what remains after subtracting it must fall as n^-3
def law_deviation(n, l, kind):
    phi = np.linspace(0.4, 1.0, 60 * n)
    if kind == "bessel":
        error, delta = bessel_form(n, l, phi), delta_bessel(phi, l)
    else:
        error, delta = airy_form(n, l, np.pi / 2 - phi), delta_airy(phi, l)
    error = error - exact_u(n, l, np.sin(phi) ** 2)
    law = ((-1) ** l * math.sqrt(2 / np.pi) / n * np.sqrt(np.tan(phi))
           * np.sin(2 * n * big_phi(phi) + np.pi / 4) * delta / (2 * n))
    return np.max(np.abs(error - law)), np.max(np.abs(law))


law_ratios = {}
for l in (0, 1):
    for kind in ("bessel", "airy"):
        coarse, _ = law_deviation(64, l, kind)
        fine, size = law_deviation(128, l, kind)
        law_ratios[l, kind] = coarse / fine
        assert 6.5 < coarse / fine < 9.5
        assert fine < 0.1 * size

# Joining point and limiting constant for ns states
phi_join = optimize.brentq(lambda p: delta_bessel(p) - delta_airy(p), 0.5, 1.2, xtol=1e-14)
assert abs(big_phi(phi_join) - 27 * np.pi / 64) < 1e-10
x_join = math.sin(phi_join) ** 2
limit_c = math.sqrt(math.tan(phi_join)) * abs(delta_bessel(phi_join)) / math.sqrt(2 * np.pi)
left_scan = np.linspace(0.02, phi_join, 4000)
right_scan = np.linspace(phi_join, 1.55, 4000)
assert np.argmax(np.sqrt(np.tan(left_scan)) * np.abs(delta_bessel(left_scan))) == 3999
assert np.argmax(np.sqrt(np.tan(right_scan)) * np.abs(delta_airy(right_scan))) == 0


def measure(n):
    """Maximum errors left of the join, right of it, and in the forbidden region."""
    points = 100 * n + 2000
    phi = np.linspace(1e-5 / n, phi_join, points)
    u_left = exact_u(n, 0, np.sin(phi) ** 2)
    err_b = np.max(np.abs(bessel_form(n, 0, phi) - u_left))
    airy_left = np.max(np.abs(airy_form(n, 0, np.pi / 2 - phi) - u_left))
    eps = np.linspace(1e-6, np.pi / 2 - phi_join, points)
    u_right = exact_u(n, 0, np.cos(eps) ** 2)
    err_a = np.max(np.abs(airy_form(n, 0, eps) - u_right))
    eta = np.linspace(1e-6, math.acosh(math.sqrt(min(20.0, 325.0 / n))), points)
    u_out = exact_u(n, 0, np.cosh(eta) ** 2)
    err_f = np.max(np.abs(airy_form(n, 0, eta, True) - u_out))
    peak = max(np.max(np.abs(u)) for u in (u_left, u_right, u_out))
    return err_b, err_a, err_f, peak, airy_left


n_values = (1, 2, 5, 10, 20, 50, 100, 150, 250)
results = {n: measure(n) for n in n_values}
sup_error = {n: max(results[n][:3]) for n in n_values}
for n in n_values:
    if n >= 20:
        # the oscillation need not peak exactly at the join: an O(1/n) effect
        assert abs(n ** 2 * sup_error[n] / limit_c - 1) < 5 / n
relative = {n: sup_error[n] / results[n][3] for n in n_values}
exponent = math.log(relative[250] / relative[100]) / math.log(2.5)
assert abs(exponent + 7 / 6) < 0.05
airy_max = special.ai_zeros(1)[2][0]
peak_constant = math.sqrt(2) * 2 ** (1 / 6) * airy_max
peak_measured = results[250][3] * 250 ** (5 / 6)
assert abs(peak_measured / peak_constant - 1) < 0.01

# Failure of each form outside its own region
fail_100 = 100 ** 1.5 * results[100][4]
fail_250 = 250 ** 1.5 * results[250][4]
assert abs(fail_100 / fail_250 - 1) < 0.02 and fail_250 > 0.05
bessel_growth = float(bessel_form(50, 0, np.pi / 2 - 1e-4) / bessel_form(50, 0, np.pi / 2 - 1e-2))
assert abs(bessel_growth - 10) < 0.05

# Mutual difference of the two forms on a fixed overlap interval
phi_o = np.linspace(math.asin(math.sqrt(0.2)), math.asin(math.sqrt(0.8)), 40000)
overlap = 250 ** 2 * np.max(np.abs(bessel_form(250, 0, phi_o) - airy_form(250, 0, np.pi / 2 - phi_o)))
overlap_bound = np.max(np.sqrt(np.tan(phi_o))
                       * np.abs(delta_bessel(phi_o) - delta_airy(phi_o))) / math.sqrt(2 * np.pi)
assert 0.85 < overlap / overlap_bound < 1.05

# Turning-point error and tail ratio
u_turn = float(exact_u(250, 0, math.cos(1e-6) ** 2))
turn_scaled = (float(airy_form(250, 0, 1e-6)) / u_turn - 1) * 500 ** (4 / 3)
ai0, aip0 = special.airy(0.0)[:2]
turn_law = 6 / 35 * abs(aip0 / ai0)
assert abs(turn_scaled / turn_law - 1) < 0.05


def tail_ratio(n, x):
    return float(airy_form(n, 0, math.acosh(math.sqrt(x)), True) / exact_u(n, 0, x))


tail_limit = 2 * tail_ratio(8, 40.0) - tail_ratio(8, 20.0)
stirling = math.factorial(8) / (math.sqrt(16 * np.pi) * (8 / math.e) ** 8)
assert abs(tail_limit - stirling) < 2e-4

print("Hydrogen 10s: r in bohr, u in bohr^-1/2")
print("r, exact u, Bessel form, Airy form")
for r in (1.0, 20.0, 60.0, 200 * x_join, 160.0, 190.0):
    angle = math.asin(math.sqrt(r / 200))
    print(f"{r:8.3f} {float(exact_u(10, 0, r / 200)):10.6f} "
          f"{float(bessel_form(10, 0, angle)):10.6f} "
          f"{float(airy_form(10, 0, np.pi / 2 - angle)):10.6f}")
r = 260.0
print(f"{r:8.3f} {float(exact_u(10, 0, r / 200)):10.6f}    (none)  "
      f"{float(airy_form(10, 0, math.acosh(math.sqrt(r / 200)), True)):10.6f}")
print(f"10s norm integral (no unit): {norm_10s:.8f}")
print(f"join: x = {x_join:.6f}, phi = {phi_join:.6f} rad, Phi = {big_phi(phi_join):.6f}")
print(f"tan(phi) at join: {math.tan(phi_join):.6f}")
print(f"P at join: {phase_p(phi_join, 0):.6f}")
print(f"Delta at join: {delta_bessel(phi_join):.6f}")
print(f"limit C of n^2 * max error (bohr^-1/2): {limit_c:.6f}")
print("ns maximum errors, times n^2 (bohr^-1/2); last: error/peak")
print("n, Bessel side, Airy side, forbidden, error/peak")
for n in n_values:
    b, a, f = (n ** 2 * v for v in results[n][:3])
    print(f"{n:4d} {b:9.5f} {a:9.5f} {f:9.5f} {relative[n]:11.3e}")
print(f"max error at n=250 (bohr^-1/2): {sup_error[250]:.4e}")
print(f"exponent of error/peak, n=100 to 250: {exponent:.4f}")
print(f"peak * n^(5/6), n=250 (bohr^-1/2): {peak_measured:.5f}")
print(f"its limit (bohr^-1/2): {peak_constant:.5f}; max Ai = {airy_max:.5f}")
print(f"Airy form left of join, n^1.5 * max error, n=100: {fail_100:.5f}")
print(f"same, n=250 (bohr^-1/2): {fail_250:.5f}")
print(f"Bessel growth, pi/2-phi from 1e-2 to 1e-4 rad: {bessel_growth:.4f}")
print(f"n^2 max|Bessel-Airy|, 0.2<x<0.8, n=250: {overlap:.4f}")
print(f"its envelope limit (bohr^-1/2): {overlap_bound:.4f}")
print(f"(Airy/exact-1)*(2n)^(4/3) at x=1, n=250: {turn_scaled:.5f}")
print(f"its limit (no unit): {turn_law:.5f}")
print(f"tail ratio Airy/exact, 8s, extrapolated: {tail_limit:.6f}")
print(f"Stirling ratio for n=8: {stirling:.6f}")
print("remainder after error law, n=64 over n=128:")
for (l, kind), value in law_ratios.items():
    print(f"  l={l} {kind}: {value:.3f}")
print("checks complete")
```

It prints:

```
Hydrogen 10s: r in bohr, u in bohr^-1/2
r, exact u, Bessel form, Airy form
   1.000   0.017948   0.017948   0.018917
  20.000  -0.035735  -0.035743  -0.036453
  60.000   0.058748   0.058712   0.058355
 108.330   0.047674   0.047204   0.047109
 160.000  -0.100878  -0.100360  -0.100608
 190.000  -0.103131  -0.133039  -0.103293
 260.000  -0.007387    (none)   -0.007419
10s norm integral (no unit): 1.00000000
join: x = 0.541651, phi = 0.827097 rad, Phi = 1.325359
tan(phi) at join: 1.087080
P at join: 0.442183
Delta at join: -0.159241
limit C of n^2 * max error (bohr^-1/2): 0.066236
ns maximum errors, times n^2 (bohr^-1/2); last: error/peak
n, Bessel side, Airy side, forbidden, error/peak
   1   0.04132   0.02223   0.02225   5.616e-02
   2   0.02305   0.02371   0.02187   1.356e-02
   5   0.06053   0.06587   0.02003   1.241e-02
  10   0.05279   0.05651   0.01830   4.659e-03
  20   0.04670   0.06402   0.01655   2.326e-03
  50   0.06532   0.06609   0.01437   8.177e-04
 100   0.06526   0.06520   0.01287   3.584e-04
 150   0.06464   0.06570   0.01205   2.245e-04
 250   0.06415   0.06609   0.01109   1.243e-04
max error at n=250 (bohr^-1/2): 1.0574e-06
exponent of error/peak, n=100 to 250: -1.1559
peak * n^(5/6), n=250 (bohr^-1/2): 0.84755
its limit (bohr^-1/2): 0.85030; max Ai = 0.53566
Airy form left of join, n^1.5 * max error, n=100: 0.14357
same, n=250 (bohr^-1/2): 0.14362
Bessel growth, pi/2-phi from 1e-2 to 1e-4 rad: 9.9995
n^2 max|Bessel-Airy|, 0.2<x<0.8, n=250: 0.4340
its envelope limit (bohr^-1/2): 0.4752
(Airy/exact-1)*(2n)^(4/3) at x=1, n=250: 0.12441
its limit (no unit): 0.12497
tail ratio Airy/exact, 8s, extrapolated: 1.010470
Stirling ratio for n=8: 1.010466
remainder after error law, n=64 over n=128:
  l=0 bessel: 7.557
  l=0 airy: 7.896
  l=1 bessel: 8.001
  l=1 airy: 7.754
checks complete
```
